Ham reduction of spin-orbit coupling in the T × e problem

**Question**

I am working on an orbital triplet (T1 or T2) coupled linearly to a doubly degenerate e vibration. I am supposed to solve it exactly as "three displaced paraboloids" and then show that angular momentum and spin-orbit coupling are quenched by the factor exp[−3E_JT/(2ħω)].

Three things block me. The lowest potential surface has a conical intersection at the symmetric point, so why is the solution exact and not just adiabatic? If the ground states in the three wells are orthogonal, how can an overlap between them matter? And is the quenching a property of the operators, or only of the ground level?

**Answer**

The solution is exact because the electronic states never change with the nuclear coordinates. The overlap matters because the wells are orthogonal through their electronic parts alone. The factor belongs to the ground level, in first order in the spin-orbit coupling.

**The Hamiltonian**

Use real orbital components x, y, z and dimensionless mode coordinates q = (q_θ, q_ε) with momenta π. Assume one harmonic mode, linear coupling, and the same frequency in all electronic states:

H = ħω[½(π² + q²) + k(q_θ E_θ + q_ε E_ε)]

E_θ = diag(½, ½, −1),  E_ε = diag(−√3/2, √3/2, 0)

These are the operators of E symmetry within the triplet. With effective l = 1 matrices (l_a)_bc = −iε_abc, the squares l_a² are diagonal, for example l_z² = diag(1, 1, 0). Then E_θ = (3l_z² − 2)/2 and E_ε = (√3/2)(l_x² − l_y²), so both are diagonal too.

Hence H never mixes x, y and z. On sheet i the potential is ħω[½q² + k e_i·q], with

e_x = (½, −√3/2),  e_y = (½, √3/2),  e_z = (−1, 0)

These are unit vectors at 120°, so e_i·e_j = −½ for i ≠ j. Completing the square,

½q² + k e_i·q = ½|q + k e_i|² − ½k²

Each sheet is therefore a paraboloid of unchanged curvature, with its minimum at q_i = −k e_i and depth E_JT = ½ħωk². The eigenstates are |i; n_i⟩, an electronic state i times an oscillator state centred at q_i, and the energies are

E_n = −E_JT + (n + 1)ħω,  degeneracy 3(n + 1)

The factor n + 1 counts the ways to share n quanta between two coordinates, and the 3 counts the wells. The three sheets meet at q = 0, but this is not a true conical intersection. At a conical intersection the degeneracy is lifted linearly in every direction of the plane, because an off-diagonal coupling mixes the states. Here there is no such coupling, and sheets i and j stay degenerate along the whole line (e_i − e_j)·q = 0. On each sheet the electronic state, x, y or z, does not depend on q. The nuclear kinetic energy therefore has no matrix elements between them, and no nonadiabatic term has been dropped. For the same reason H itself causes no tunnelling between wells.

**The overlap of two wells**

The squared distance between two minima is

d² = k²|e_i − e_j|² = k²(1 + 1 + 1) = 3k² = 6E_JT/ħω

The oscillator ground states are φ_i(q) = π^(−1/2) exp(−½|q − q_i|²), where this π is the number. With c the midpoint of the two minima,

|q − q_i|² + |q − q_j|² = 2|q − c|² + ½d²

The Gaussian integral over q − c gives 1 after normalization, which leaves

⟨0_i|0_j⟩ = exp(−d²/4) = exp[−3E_JT/(2ħω)] ≡ p

The complete states are still orthogonal, since ⟨i; 0_i|j; 0_j⟩ = ⟨i|j⟩⟨0_i|0_j⟩ and ⟨i|j⟩ = 0. An electronic operator O replaces that zero by O_ij:

⟨i; 0_i|O|j; 0_j⟩ = O_ij ⟨0_i|0_j⟩

So in the ground triplet each off-diagonal element is multiplied by p, and each diagonal element by 1.

**Which operators are reduced**

The matrices l_a have only off-diagonal elements in x, y, z, so their projections are l̃_a = p l_a. The T2-type products l_a l_b + l_b l_a with a ≠ b are reduced by the same p. E_θ and E_ε are diagonal and are not reduced. An E-type strain thus acts at full strength, while the orbital moment is weakened. The factor p for the moment holds without spin-orbit coupling. With it, the second-order route described below adds a cross term between l and λ l·S that returns to the same well and is of order λ/(3E_JT) at strong coupling, so it is not exponentially small. For the model values used below, the j = ½ doublet keeps 0.26 of its bare orbital moment, against p = 0.165.

The projected operators are no longer a proper angular momentum:

[l̃_x, l̃_y] = p²[l_x, l_y] = ip² l_z = ip l̃_z

The actual orbital angular momentum within the triplet is proportional to l. Put that constant into λ and write the spin-orbit coupling as λ l·S. The spin does not act on q, so in first order

λ l·S → pλ l·S

For S = ½, l·S = ½[j(j+1) − 2 − ¾] equals ½ for j = 3/2 and −1 for j = ½. The splitting falls from (3/2)λ to (3/2)pλ.

For weak vibronic coupling p ≈ 1 − 3E_JT/(2ħω). For strong coupling p is exponentially small but not zero: the quenching is partial. If several e modes couple linearly, the oscillator states in each well are products over modes, so the overlaps multiply and the exponents −3E_JT/(2ħω) of the modes add.

**Excited levels have other factors**

Put one quantum along the line joining two wells. With s measured from the midpoint along this line, the two functions carry prefactors √2(s + d/2) and √2(s − d/2). The remaining Gaussian weight has ⟨s²⟩ = ½, so

⟨1_i|1_j⟩ = 2p(½ − d²/4) = p(1 − X),  X ≡ d²/2 = 3E_JT/ħω

For a quantum across the line the overlap is 2p·½ = p. No single factor describes the first excited level, and one of its overlaps can change sign.

**What remains in second order**

Projecting l_a² gives factor 1, because l_a² is diagonal, whereas l̃_a² = p² l_a². The missing part runs through excited oscillator states, and spin-orbit coupling can use them too. In second order

H₂ = −Σ_{n≥1} P V Q_n V P/(nħω),  V = λ l·S

where P projects on the ground triplet and Q_n on the level with n quanta.

Take a path from well m to well j and on to well i. Measured from q_j, the ground state of well i is a Gaussian displaced by d_i = q_i − q_j. The lowering operators (q + ∂/∂q)/√2, one for each coordinate, multiply it by the components of α_i = d_i/√2. In one dimension this means √(n+1)⟨n+1|α⟩ = α⟨n|α⟩, hence ⟨n|α⟩ = e^(−α²/2) αⁿ/√n!. Multiplying the two coordinates and summing over the states with n quanta by the binomial theorem,

Σ ⟨0_i|n_j⟩⟨n_j|0_m⟩ = e^(−X) (α_i·α_m)ⁿ/n!

since |α_i|² = |α_m|² = d²/2 = X. If the path returns to its start, α_i·α_m = X. If it ends in the third well, the two displacements enclose the 60° angle of an equilateral triangle, and α_i·α_m = X/2. Summed over all n ≥ 0 these give 1 and e^(−X/2) = p, as completeness requires.

Each l_a connects the two orbitals other than a. A product l_a l_b therefore returns to its start when a = b and ends in the third well when a ≠ b. With G(X) = Σ_{n≥1} Xⁿ/(n n!),

H₂ = −(λ²/ħω) e^(−X) [G(X) Σ_a l_a²S_a² + G(X/2) Σ_{a≠b} l_a l_b S_a S_b]

To see the strong-coupling behaviour, differentiate: G′(X) = (e^X − 1)/X, so G(X) ≈ e^X/X for large X.

*Spin ½.* Here S_a² = ¼ and Σ_a l_a² = 2, so the first sum is the constant ½. For a ≠ b, S_a S_b = (i/2)Σ_c ε_abc S_c, so the second sum is (i/2)(l × l)·S = (i/2)(i l)·S = −½ l·S. The splitting becomes

Δ = (3/2)[pλ + λ² e^(−X) G(X/2)/(2ħω)]

At strong coupling e^(−X)G(X/2) ≈ 2p/X, so the correction relative to the first-order term is λ/(3E_JT). Through this order the whole splitting is exponentially small.

*Spin 1.* In well i, l_a² is 1 for a ≠ i and 0 for a = i. The first sum is S(S+1) − S_i² = 2 − S_i², which gives an anisotropy

+D S_i²,  D = (λ²/ħω) e^(−X) G(X) → λ²/(3E_JT)

This falls only as a power of E_JT. The denominator is the vertical gap at a minimum, ħωk(e_j − e_i)·q_i = ħωk²(1 + ½) = 3E_JT: the spin-orbit coupling makes a virtual electronic jump and returns to the same well, so no overlap between wells is needed. Since D/(pλ) ≈ [λ/(3E_JT)] e^(X/2) at strong coupling, D eventually exceeds pλ at fixed λ. For spin 1 the rule "replace λ by pλ" then fails, even if λ is small compared with ħω.

**Numbers**

Take the model values ħω = 50 meV, E_JT = 60 meV and λ = 10 meV. Then E_JT/ħω = 1.2, k = √2.4 = 1.549, X = 3.6 and d = √3 × 1.549 = 2.683. The ground level lies at −60 + 50 = −10 meV, and the vertical gap is 3 × 60 = 180 meV.

The Ham factor is p = exp(−1.8) = 0.1653. Diagonalizing H in oscillator states centred at q = 0, where no displaced well is assumed, gives the same value. For one quantum along the line the overlap is 0.1653 × (1 − 3.6) = −0.430, larger in magnitude than p and of opposite sign.

For S = ½ the splitting develops as follows:

- without vibronic coupling: 1.5 × 10 = 15 meV
- first order: 15 × 0.1653 = 2.48 meV
- second-order term: 0.0632 × 10²/50 = 0.126 meV, total 2.606 meV
- diagonalization with spin-orbit coupling included: 2.607 meV

The Ham factor alone is thus about 5% below the diagonalized splitting. The direction depends on the sign of λ, which includes the constant relating the true orbital momentum to l (−1 for d orbitals of T2 type). For λ = −10 meV the levels are inverted, the splitting is 2.356 meV, and the Ham value is about 5% above it. The expansion needs |λ| small against ħω: at this E_JT the second-order formula is off by 4 to 5% at |λ| = ħω and by more than 20% at |λ| = 2ħω.

For S = 1, the second-order value is D = 0.3565 × 10²/50 = 0.713 meV, against pλ = 1.653 meV, which is already 43% of the reduced spin-orbit constant. Third order is not negligible at this λ: the nine diagonalized levels correspond to D = 0.81 meV for λ = +10 meV and 0.61 meV for λ = −10 meV. The limiting form λ²/(3E_JT) = 100/180 = 0.556 meV lies below the second-order value here. The ratio X e^(−X)G(X) of the two is 1.28 at X = 3.6 and approaches 1 from above only slowly, while for X below about 2 it is less than 1.

The numerical output also shows the trend. As E_JT/ħω rises from 0.5 to 3, p drops from 0.472 to 0.011, a factor of about 43, while e^(−X)G(X) drops from 0.517 to 0.128, a factor of about 4. The value 0.517 at X = 1.5 is the maximum of this function; for weaker coupling it falls to zero like X.

**When the argument fails**

The exact solution needs coupling matrices that are diagonal in one common basis. Coupling to t2 modes brings in the off-diagonal products l_a l_b + l_b l_a and destroys this. So does spin-orbit coupling itself, which is why it was treated here by perturbation theory and checked by diagonalization. Anharmonic terms or unequal frequencies that stay diagonal in x, y, z leave the sheets separate. Cubic symmetry still gives the three wells the same depth and shape, but their axes are turned by 120° from one well to the next. They are then no longer simply shifted copies of one circular paraboloid, and the overlap must be computed afresh. Finally, an E-type strain shifts the wells against each other at full strength. It must be compared with pλ, not with λ, before the three wells are treated as degenerate.

Calculated quantities

```
hbar omega = 50.0 meV
E_JT = 60.0 meV
spin-orbit constant lambda = 10.0 meV
E_JT/(hbar omega) = 1.200
coupling k = 1.5492 (dimensionless)
X = 3 E_JT/(hbar omega) = 3.600
distance between wells = 2.6833 (dimensionless)
vertical gap at a well = 180.00 meV
vibronic level = -10.000 meV, degeneracy 3
vibronic level = 40.000 meV, degeneracy 6
vibronic level = 90.000 meV, degeneracy 9
Ham factor, formula = 0.165299
Ham factor, diagonalization = 0.165299
well overlap, quadrature = 0.165299
one-quantum overlap along the line = -0.42978
one-quantum overlap across the line = 0.16530
reduced constant p*lambda = 1.6530 meV
Spin 1/2, spin-orbit splitting of the ground level:
  bare (no vibronic coupling) = 15.000 meV
  first order = 2.4795 meV
  through second order = 2.6059 meV
  full diagonalization = 2.6072 meV
  lambda^2 coefficient, diagonalization = 0.06322 /(hbar omega)
  lambda^2 coefficient, formula = 0.06322 /(hbar omega)
Spin 1:
  well anisotropy D = 0.7130 meV
  strong-coupling form lambda^2/(3 E_JT) = 0.5556 meV
  test at lambda/(hbar omega) = 0.004: largest level error
  / second-order scale = 0.00329
E_JT/hw | p diag. | p formula | exp(-X)G(X) | 1/X
  0.50 | 0.472367 | 0.472367 | 0.51735 | 0.66667
  1.20 | 0.165299 | 0.165299 | 0.35652 | 0.27778
  3.00 | 0.011109 | 0.011109 | 0.12774 | 0.11111
X exp(-X) G(X) at E_JT/hw = 20: 1.0173
```
